# When does a current-driven memristor look inductive or capacitive?

**Question**

I am modelling a filamentary memristor driven by a current source:

\[
V=R(x)\,I,\qquad \frac{dx}{dt}=f(x,I).
\]

At a bias current \(I_0\) it settles into a stable steady state \(x_0\). I add a small sinusoidal current and want the impedance. There is no inductor or capacitor in the model, so I first wrote \(\delta V=R(x_0)\,\delta I\), a plain resistor. But \(x\) also responds, with a delay, so there should be a phase shift. What decides its sign? Can I read it from the DC curve? My filament is heated by its own current, and I don't know whether the capacitance of the cell will hide the effect.

**Answer**

Your first expression omits the change in resistance caused by the motion of \(x\). Take one real state variable and \(R>0\), and write \(R_0=R(x_0)\). Subscripts on \(f\) denote partial derivatives at the bias point.

**Linearizing**

To first order,

\[
\delta V=R_0\,\delta I+I_0R'(x_0)\,\delta x,\qquad
\frac{d\,\delta x}{dt}=f_x\,\delta x+f_I\,\delta I .
\]

There is no constant term in the second equation because \(f(x_0,I_0)=0\). At fixed current a disturbance varies as \(e^{f_xt}\), so stability means \(\lambda\equiv-f_x>0\).

Use the convention \(e^{+i\omega t}\), in which an inductor has impedance \(+i\omega L\). Then

\[
(i\omega+\lambda)\,\delta x=f_I\,\delta I .
\]

Solving for \(\delta x\) and substituting gives

\[
Z(\omega)=\frac{\delta V}{\delta I}=R_0+\frac{a}{\lambda+i\omega},\qquad a\equiv I_0R'(x_0)f_I .
\]

Multiply numerator and denominator of the fraction by \(\lambda-i\omega\):

\[
\mathrm{Re}\,Z=R_0+\frac{a\lambda}{\lambda^2+\omega^2},\qquad
\mathrm{Im}\,Z=-\frac{a\,\omega}{\lambda^2+\omega^2}.
\]

For \(\omega>0\) the device looks inductive if \(a<0\), capacitive if \(a>0\), and resistive if \(a=0\). In this one-variable model the sign does not depend on frequency. The magnitude does: \(\omega/(\lambda^2+\omega^2)\) has derivative \((\lambda^2-\omega^2)/(\lambda^2+\omega^2)^2\), so \(|\mathrm{Im}\,Z|\) peaks at \(\omega=\lambda\), with value \(|a|/(2\lambda)\).

A small current step shows the mechanism. Solving the equation for \(\delta x\) with \(\delta x(0)=0\) gives

\[
\delta V(t)=\delta I\left[R_0+\frac a\lambda\left(1-e^{-\lambda t}\right)\right].
\]

The voltage jumps at fixed \(x\), then relaxes. If \(a<0\) it falls after the jump, as it does across a resistor and inductor in parallel. If \(a>0\) it rises, as for a charging capacitor. No magnetic or electric energy is involved; the memory is in \(x\).

**Reading the sign from the DC curve**

Along the steady curve \(x=x_s(I)\), differentiate \(f(x_s(I),I)=0\):

\[
f_x\frac{dx_s}{dI}+f_I=0\quad\Rightarrow\quad \frac{dx_s}{dI}=\frac{f_I}{\lambda}.
\]

The slope of the DC curve is therefore

\[
\frac{dV}{dI}=R_0+I_0R'\frac{dx_s}{dI}=R_0+\frac a\lambda=Z(0).
\]

Since \(V/I=R_0\) at the bias point, for \(I_0\neq0\):

\[
\frac{dV}{dI}<\frac VI\ \text{: inductive},\qquad
\frac{dV}{dI}>\frac VI\ \text{: capacitive}.
\]

At \(I_0=0\), \(a=0\) and the linear response is resistive.

On a real device, sweep the curve slowly compared with \(1/\lambda\) but quickly compared with any slower change, such as ion motion. Otherwise the slope includes that change too, and can give the wrong sign at high frequency.

Reversing the bias can reverse the reactance. Take the dimensionless model \(R=2+x\), \(f=\tanh I-x-0.2x^3\). Here \(R'=1\) and \(f_I=1/\cosh^2I>0\), so \(a\) has the sign of \(I_0\). At \(\omega=\lambda\), \(\mathrm{Im}\,Z\) is \(+0.186\) for \(I_0=-0.7\) and \(-0.186\) for \(I_0=+0.7\).

**Equivalent circuits**

For \(a<0\), add and subtract \(|a|/\lambda\):

\[
Z=R_0-\frac{|a|}{\lambda}+|a|\left(\frac1\lambda-\frac1{\lambda+i\omega}\right)
=Z(0)+\frac{|a|}{\lambda}\,\frac{i\omega}{\lambda+i\omega}.
\]

A resistor \(R_p\) parallel to \(L\) has impedance \(R_p\,i\omega/(R_p/L+i\omega)\). Matching gives \(R_p=|a|/\lambda\) and \(L=R_p/\lambda=|a|/\lambda^2\), in series with \(Z(0)\).

For \(a>0\), a resistor parallel to \(C\) has impedance \((1/C)/[1/(R_pC)+i\omega]\). Matching to \(a/(\lambda+i\omega)\) gives \(C=1/a\) and \(R_p=a/\lambda\), in series with \(R_0\).

**Your self-heated filament**

Let \(x\) be the mean filament temperature \(T\), with heat capacity \(C_{th}\), heat conductance \(G\) and ambient temperature \(T_a\):

\[
C_{th}\frac{dT}{dt}=I^2R(T)-G(T-T_a).
\]

Differentiating the right-hand side gives

\[
f_I=\frac{2IR}{C_{th}},\qquad \lambda=\frac{G-I^2R'}{C_{th}},\qquad a=\frac{2I^2RR'}{C_{th}} .
\]

Since \(a\) contains \(I^2\), bias polarity does not matter here. For \(I\neq0\), a filament whose resistance falls on heating is inductive. One whose resistance rises is capacitive, provided \(I^2R'<G\) so that it is stable. The static slope is

\[
Z(0)=R+\frac{2I^2RR'}{G-I^2R'}=R\,\frac{G+I^2R'}{G-I^2R'} .
\]

For numbers, take a filament of radius 15 nm and length \(\ell=10\) nm, area \(A\), thermal conductivity \(\kappa=1.5\) W/(m K), heat capacity 3 MJ/(m³ K) and \(T_a=300\) K. With uniform heating power \(P\) and cold ends, the temperature rise at height \(z\) is \(Pz(\ell-z)/(2\kappa A\ell)\). Its mean is \(P\ell/(12\kappa A)\), so \(G=12\kappa A/\ell=1.272\) µW/K. The volume gives \(C_{th}=21.2\) aJ/K.

*Semiconducting filament.* Let \(R=4\,\text{k}\Omega\) at 300 K, with activation energy 0.05 eV. At 0.20 mA the steady state has \(T=383\) K, \(V=0.527\) V, \(R_0=2633\ \Omega\) and \(R'=-10.43\ \Omega\)/K, so \(I^2R'=-0.417\) µW/K. Then

\[
\lambda=\frac{(1.272+0.417)\times10^{-6}}{21.2\times10^{-18}}\ \text{s}^{-1}=7.97\times10^{10}\ \text{s}^{-1},
\]

\[
Z(0)=2633\times\frac{1.272-0.417}{1.272+0.417}\ \Omega\approx1333\ \Omega .
\]

The slope is below \(V/I\), so the response is inductive, with \(R_p=1300\ \Omega\) and \(L=R_p/\lambda=16.3\) nH. At \(\omega=\lambda\), or 12.7 GHz, the formula gives

\[
Z=2633-\frac{1300}{1+i}=1983+650\,i\ \ \Omega .
\]

As a test, the full nonlinear heat equation was integrated with a sinusoidal current of amplitude 0.1% of the bias. The Fourier component of the voltage gave the same \(1983+650i\ \Omega\).

*Weakly metallic filament.* Let \(R=300\ \Omega\) at 300 K, rising by \(5\times10^{-4}\) of that value per kelvin. At 0.50 mA, \(T=361\) K, \(R_0=309\ \Omega\) and \(Z(0)=328\ \Omega\). The slope exceeds \(V/I\), so the response is capacitive, with \(C=0.91\) pF. The effect is small: \(\mathrm{Im}\,Z\) reaches \(-9.4\ \Omega\), at 9.3 GHz.

**Does the cell capacitance hide the inductive response?**

Put \(C_p\) across the device. Writing \(R_0\lambda+a=\lambda Z(0)\), the memristor's admittance is

\[
\frac1Z=\frac{\lambda+i\omega}{\lambda Z(0)+iR_0\omega}.
\]

Multiplying by the conjugate denominator gives the imaginary numerator \(\omega\lambda Z(0)-\omega\lambda R_0=\omega a\). The total admittance therefore obeys

\[
\frac{\mathrm{Im}\,Y}{\omega}=C_p+\frac{a}{\lambda^2Z(0)^2+R_0^2\omega^2}.
\]

The combination is inductive when this is negative. For \(a<0\) the second term is strongest at low frequency, which requires

\[
C_p<\frac{|a|}{\lambda^2Z(0)^2}=\frac{L}{Z(0)^2}=9.2\ \text{fF}
\]

for the semiconducting filament. If this holds, the sign changes at

\[
\omega_c=\frac1{R_0}\sqrt{\frac{|a|}{C_p}-\lambda^2Z(0)^2}.
\]

With relative permittivity 25 and a 10 nm oxide, a square cell 100 nm wide has \(C_p=0.22\) fF. In this model it looks inductive up to 41 GHz and capacitive above. An axial temperature profile lowers the crossover to about 35 GHz; adding oxide loss and the interface resistance discussed in the last section lowers it to about 33 GHz. With the same filament and bias, a cell 1 µm wide has 22 fF and, in this model, looks capacitive at every frequency. That second verdict depends on how well the electrodes cool the filament, as explained in the last section. Pad capacitance in parallel counts towards \(C_p\) too, and so does the fringing field, which the parallel-plate value leaves out. If the same dielectric surrounds the electrodes, fringing raises the 0.22 fF of the small cell by roughly 30% and lowers its 41 GHz crossover to about 36 GHz.

**Negative differential resistance**

If \(R'<0\) and \(I^2|R'|>G\), then \(Z(0)<0\). The filament is still stable under an ideal current source, and \(\mathrm{Im}\,Z\) is still positive. Under voltage drive, \(\delta V=0\) requires \(R_0+a/(\lambda+s)=0\), so disturbances vary as \(e^{st}\) with

\[
s=-\lambda-\frac a{R_0}=-\frac{\lambda Z(0)}{R_0},
\]

which is positive: the state is unstable. With a current source and a shunt \(C_p\), setting the total admittance to zero gives

\[
C_pR_0s^2+\left[1+C_p\lambda Z(0)\right]s+\lambda=0 .
\]

The outer coefficients are positive, so stability requires \(1+C_p\lambda Z(0)>0\). As an example, keep the geometry and the single temperature but take 100 kΩ at 300 K and 0.25 eV. At 80 µA, \(Z(0)=-3.1\) kΩ and the limit is \(C_p<2.1\) fF. Beyond it there is no stable steady state at this bias about which to define a small-signal measurement.

This example illustrates the formulas; it does not predict the behaviour of a real filament. If the ends are held at 300 K and the axial temperature profile of a radially uniform filament is resolved, the cool, resistive ends make the slope positive at this bias. With the interface resistance discussed below, the ends warm up and the slope is negative again. Whether a device has negative differential resistance must be read from its measured curve.

**How far to trust the numbers**

These are rough values in the regime of tantalum-oxide resistive memory, not a fit to a device. Real filaments do not have a single temperature, and their surroundings warm up. Including these effects one at a time in the semiconducting case changes \(Z(0)=1333\ \Omega\) as follows:

- axial temperature profile: 1568 Ω;
- heat loss into the surrounding oxide: 1511 Ω with a single axial mode in the oxide, or about 1470 Ω with the heat flow resolved;
- heating of the electrodes: 1195 Ω;
- heat carried by electrons: 1358 Ω.

These shifts reach 18% of the simple result, and \(\mathrm{Im}\,Z\) at 12.7 GHz stays between 553 and 648 Ω. Under the same four changes the metallic filament also keeps its sign, with \(\mathrm{Im}\,Z\) between \(-7.0\) and \(-11.3\ \Omega\) at 9.3 GHz. The electrodes were treated here as a static thermal resistance; including their heat capacity changes \(\mathrm{Im}\,Z\) for that case from 646 to about 610 Ω in the semiconducting filament and from \(-11.3\) to about \(-10.8\ \Omega\) in the metallic one. The positive temperature coefficient of the metallic filament is the less secure assumption: \(RA/\ell\) is about 2 mΩ cm, high for a metal. A negative coefficient would make it inductive.

A larger uncertainty is the thermal resistance of the two interfaces between filament and electrodes, which the model leaves out. For an assumed interface conductance \(h=3\times10^8\) W/(m² K), it is \(1/(2hA)=2.4\) K/µW, against \(1/G=0.79\) K/µW for the filament itself. Including it together with the axial profile and the oxide loss lowers \(Z(0)\) of the semiconducting filament to about 770 Ω and \(\mathrm{Im}\,Z\) at 12.7 GHz to about 380 Ω. The response is still inductive, but the limit on \(C_p\) rises from 9.2 to about 80 fF, so the 1 µm cell would then look inductive at low frequency. These values assume the same interface conductance between oxide and electrodes; with the oxide in perfect thermal contact they are about 820 Ω, 420 Ω and 60 fF, which leads to the same verdict. To decide such a case you need the measured DC slope and relaxation rate of your own device.

If conduction depends on field, \(V=V(x,I)\), and the same linearization gives

\[
Z=\left.\frac{\partial V}{\partial I}\right|_x+\frac{(\partial V/\partial x)\,f_I}{\lambda+i\omega}.
\]

The DC slope must then be compared with the slope at frozen \(x\), not with \(V/I\). For hopping over 0.5 nm in the semiconducting filament, the frozen slope is 2457 Ω and \(Z(0)\) is 1300 Ω, so it remains inductive. A picture of isolated charged traps would not suit this filament: the estimated Poole–Frenkel barrier lowering, 0.11 eV, exceeds the whole activation energy.

Ions also move. With an assumed barrier of 1 eV and attempt rate of \(10^{13}\) s⁻¹, the hop rate of an ion at the hottest point is of order 10 per second if the filament ends are perfectly cooled. The bias state is then steady for times well below 0.1 s, which still covers a great many gigahertz periods. A hotter filament shortens this time steeply: with the interface resistance assumed above, the peak is about 550 K, and the same estimate gives of order \(10^4\) hops per second. Heat loss to the oxide changes this peak little, because cooling the rim of the filament pushes the current towards its centre. At frequencies low enough for the ions to follow, a second state variable enters. Its term in \(Z\) may have the opposite sign, and the reactance can then change sign with frequency even without \(C_p\). The numerical output below covers the single-temperature model and the separate changes listed above. It does not include the heat capacity of the electrodes, the estimates with interface resistance, the fringing field or the resolved heat flow in the oxide, or the effect of the axial profile on the crossover frequency and on the negative-resistance example.

## Numbers as computed

```
filament radius 15 nm, length 10 nm, ambient 300 K
heat conductivity: filament 1.5, oxide 1.0, electrode 50.0 W/(m K)
volumetric heat capacity 3.0 MJ/(m3 K)
G 1.2723 uW/K, C_th 21.206 aJ/K, C_th/G 16.67 ps
[semiconducting] R(300 K) 4000 ohm, I 0.20 mA
  T 382.77 K, V 0.5266 V, power 105.31 uW
  R0 2632.84 ohm, dR/dT -10.4266 ohm/K, I^2 dR/dT -0.4171 uW/K
  lambda 7.9668e+10 1/s, lambda/2pi 12.679 GHz
  a -1.0356e+14 ohm/s, a/lambda -1299.94 ohm
  Z(0) 1332.90 ohm; slope from steady states 1332.90 ohm
  simulated Z at lambda: 1982.87 +649.97i ohm
  simulated Im Z at lambda/2, 2 lambda: 519.98, 519.98 ohm
  circuit: Rp 1299.94 ohm, L 16.317 nH
  magnetic inductance scale mu0*length 12.57 fH
  neglected effects: Z(0), Im Z at the same frequency, ohm
    axial profile: 1567.89, 552.97
    oxide sheath: 1511.49, 600.68
    electrode heating: 1195.32, 646.28
    electronic heat: 1357.71, 647.98
  mesh shift 60 to 120 cells 0.9146 ohm; peak T 417.8 K
  field 0.527 MV/cm; ion hop rate about 1e+01 1/s
[metallic] R(300 K) 300 ohm, I 0.50 mA
  T 360.74 K, V 0.1546 V, power 77.28 uW
  R0 309.11 ohm, dR/dT 0.1500 ohm/K, I^2 dR/dT 0.0375 uW/K
  lambda 5.8232e+10 1/s, lambda/2pi 9.268 GHz
  a 1.0933e+12 ohm/s, a/lambda 18.77 ohm
  Z(0) 327.88 ohm; slope from steady states 327.88 ohm
  simulated Z at lambda: 318.50 -9.39i ohm
  simulated Im Z at lambda/2, 2 lambda: -7.51, -7.51 ohm
  circuit: Rp 18.77 ohm, C 0.9147 pF
  neglected effects: Z(0), Im Z at the same frequency, ohm
    axial profile: 328.18, -9.22
    oxide sheath: 321.97, -7.02
    electrode heating: 334.17, -11.30
    electronic heat: 321.74, -7.09
  mesh shift 60 to 120 cells 0.0070 ohm; peak T 391.8 K
  field 0.155 MV/cm; ion hop rate about 2 1/s
hopping law: V/I 2582.46, frozen slope 2457.18 ohm
hopping law: Z(0) 1299.75, Im Z at base lambda 578.57 ohm
Poole-Frenkel lowering 0.110 eV (relative permittivity 25)
critical shunt 9.184 fF; 100 nm cell 0.221 fF, 1 um cell 22.14 fF
100 nm cell: inductive-to-capacitive crossover 40.85 GHz
NDR model (100 kohm at 300 K, 0.25 eV, 80 uA): T 374.09 K
NDR model: R0 14729.7, Z(0) -3113.1 ohm; shunt stability limit 2.1112 fF
NDR model: voltage-driven growth rate 3.2158e+10 1/s
bipolar model, I -0.7: Im Z +0.18615 (dimensionless)
bipolar model, I +0.0: Im Z -0.00000 (dimensionless)
bipolar model, I +0.7: Im Z -0.18615 (dimensionless)
```
